# Terahertz amplitude ratio of a conducting film on a silicon substrate

## Problem

A terahertz pulse in air falls at normal incidence on a substrate of refractive index $n=3.42$, whose front face carries a thin conducting film of sheet conductance $G=1$ mS. The first pulse that leaves the back face is recorded, and later echoes are cut off by a time gate. The measurement is repeated on a bare substrate of the same thickness. What is the ratio $T$ of the field amplitude with the film to that without it?

The sheet conductance is $G=\sigma d$, with $\sigma$ the film's conductivity and $d$ its thickness. Take $G$ to be real, the substrate lossless and non-magnetic, and the film much thinner than both the wavelength and the skin depth.

## A tempting solution

The substrate is present in both measurements, so it seems that its effect must cancel, leaving the transmission of the film alone. For a film standing free in air, let the incident field at the film be 1, the reflected field $r_s$ and the transmitted field $t_s$. The electric field is continuous, and the magnetic field drops by the sheet current, so that

$$1+r_s=t_s,\qquad 1-r_s=t_s+g\,t_s,\qquad g=Z_0G,$$

where $Z_0=376.73\ \Omega$ is the impedance of free space. Adding the two equations gives $2=(2+g)t_s$. With $g=376.73\ \Omega\times 10^{-3}\ \mathrm{S}=0.3767$,

$$T_{\text{wrong}}=\frac{2}{2+g}=\frac{2}{2.3767}=0.8415 .$$

## Where it fails

The value of $t_s$ is right for a free film. The fault is the claim that the substrate multiplies both measurements by the same factor. That would hold if light passed the film once and then entered the substrate. In fact the substrate reflects part of the wave back to the film, the film reflects part of that forward again, and so on. These passes occur without measurable delay, so no time gate can remove them.

They can be summed by imagining a vanishingly thin air gap between film and substrate. Subtracting the two film equations gives $2r_s=-g\,t_s$, so $r_s=-g/(2+g)$. The bare substrate, seen from air, has

$$r_0=\frac{1-n}{1+n},\qquad t_0=\frac{2}{1+n}.$$

Each round trip in the gap multiplies the wave by $r_sr_0$, so the field entering the substrate is

$$t=t_st_0\left[1+r_sr_0+(r_sr_0)^2+\dots\right]=\frac{t_st_0}{1-r_sr_0}.$$

The tempting solution kept $t_st_0$ and lost the denominator. Both reflections are negative, so their product is positive:

$$r_sr_0=\frac{0.3767}{2.3767}\times\frac{2.42}{4.42}=0.0868 .$$

The passes therefore add in phase, and the missing factor is $1/(1-0.0868)=1.095$. The corrected ratio is $0.8415\times1.095=0.921$.

## The right solution

The same result follows more directly if film and substrate are treated as one boundary at $z=0$. Let the wave travel along $+z$ with $E$ along $x$ and $H$ along $y$, and use the time factor $e^{-i\omega t}$. A forward wave has $H=E/Z_0$ in air and $H=nE/Z_0$ in the substrate. A backward wave has the opposite sign of $H$.

Because the film is thin, $E$ is nearly the same throughout it. The current per unit width is then $K=GE=Gt$ for unit incident field. Continuity of $E$ gives

$$1+r=t. \tag{1}$$

Ampère's law across the film gives $H(0^-)-H(0^+)=K$, or

$$\frac{1-r}{Z_0}-\frac{nt}{Z_0}=Gt .$$

Multiplying by $Z_0$ and moving the substrate term to the right gives

$$1-r=(n+g)\,t. \tag{2}$$

The sum of (1) and (2) eliminates $r$:

$$2=(1+n+g)\,t\quad\Longrightarrow\quad t=\frac{2}{1+n+g}.$$

The bare surface is the case $g=0$, which gives $t_0=2/(1+n)$. On the way to the detector, both first pulses acquire the same propagation factor $e^{in\omega L/c}$, where $L$ is the substrate thickness, and the same exit factor $2n/(1+n)$ at the back face. These factors do cancel, leaving

$$\boxed{T=\frac{t}{t_0}=\frac{1+n}{1+n+Z_0G}}$$

For the given values,

$$T=\frac{4.42}{4.42+0.3767}=\frac{4.42}{4.7967}=0.9215\approx0.92 .$$

The film lowers the field amplitude by about 8%. The power ratio is $T^2=0.849$, so it matters which quantity is quoted.

## Where the power goes

Multiplying (1) by (2) gives $1-r^2=(n+g)t^2$, or

$$r^2+nt^2+gt^2=1 .$$

The terms are the fractions of incident power reflected, passed into the substrate and absorbed in the film when the pulse first meets the front face. The last follows from the Joule heating $\tfrac12Gt^2$ per unit area divided by the incident flux $1/(2Z_0)$. With the film, the fractions are $0.3399+0.5946+0.0655=1.0000$.

The bare surface passes 0.7002 of the power, so the film removes $0.7002-0.5946=0.1056$ of the incident power from the substrate. Of this, 0.0655 is absorbed and $0.3399-0.2998=0.0401$ is extra reflection. Reading the whole loss as absorption would overstate the heating in this first encounter. For a pulse much shorter than the echo delay the total heating is larger, about 0.108 of the incident energy, because echoes returning from the back face also heat the film, even when a gate removes them from the record. For a steady wave of one frequency the echoes interfere at the film and the absorbed fraction can be larger or smaller: it is $g\,[2/(2+g)]^2=0.267$ at a transmission maximum of the bare substrate and $g\,[2/(1+n^2+g)]^2=0.0088$ at a minimum.

## Limits and inversion

For $g\ll1+n$, expansion gives $T\approx1-g/(1+n)$. Here this is 0.9148, already 0.007 too low. For $g\gg1+n$, $T\approx(1+n)/g$, and the transmitted amplitude falls as $1/G$. The ratio is one half when $g=1+n$, or $G=4.42/(376.73\ \Omega)=11.7$ mS.

A measured ratio is turned into a conductance by solving for $G$:

$$G=\frac{1+n}{Z_0}\left(\frac1T-1\right).$$

The free-film formula would have 2 in place of $1+n$. Applied to the correct $T$, it would return $2/4.42=0.45$ of the true conductance.

Differentiating the expression for $G$ at fixed $n$, and dividing by $G$, gives

$$\frac{\delta G}{G}=-\frac{\delta T}{T^2\,(1/T-1)}=-\frac{\delta T}{T(1-T)} .$$

An error of 0.001 in $T$ thus produces an error of 0.0138 mS, or 1.4% of $G$. The rounded value $T=0.92$ returns 1.020 mS, which is 2% too high. For a given $\delta T$ the relative error is smallest at $T=\tfrac12$, where $T(1-T)$ is largest. A film that barely changes the pulse is harder to measure.

## If the echoes are not removed

Inside the substrate, a wave returning to the front face meets the film from behind. With unit field arriving there, reflected field $\rho_f$ and field $t'$ passed to air, the boundary conditions are $1+\rho_f=t'$ and $n(1-\rho_f)=(1+g)t'$. Eliminating $t'$ gives

$$\rho_f=\frac{n-1-g}{n+1+g},\qquad \rho_0=\frac{n-1}{n+1},$$

where $\rho_0$ applies to a bare face. Each round trip multiplies the wave by $\rho_0\rho_fp$, with $p=e^{2in\omega L/c}$. Summing the round trips for both samples gives the ungated ratio

$$T_{\text{all}}=T\,\frac{1-\rho_0^2\,p}{1-\rho_0\rho_f\,p}.$$

At a transmission maximum of the bare substrate, $p=1$. Then

$$1-\rho_0^2=\frac{4n}{(n+1)^2},\qquad 1-\rho_0\rho_f=\frac{4n+2ng}{(n+1)(n+1+g)},$$

and the ratio reduces to

$$T_{\text{all}}=\frac{4n}{4n+2ng}=\frac{2}{2+g}=0.8415 .$$

This is the tempting answer. A lossless plate that holds a whole number of half wavelengths acts, at that frequency, as if it were absent, apart from a phase in transmission, and the film behaves as if free. At a minimum, $p=-1$, and the same algebra gives

$$T_{\text{all}}=\frac{n^2+1}{n^2+1+g}=0.9712 .$$

For $L=500$ µm each case recurs every 0.088 THz, and those nearest 1 THz are at 0.964 and 1.008 THz. The first echo arrives $2nL/c=11.41$ ps after the main pulse, which leaves room for a gate when the pulse lasts about a picosecond.

## A real film

The numbers fit the regime of thin indium tin oxide on high-resistivity silicon. A 10 nm film with conductivity 1000 S/cm has $G=1$ mS, or 1000 Ω per square. Rough typical values are a mobility $\mu$ of 30 cm²/Vs, an effective mass $m$ of 0.3 electron masses and a background permittivity of 9. The conductivity and mobility together imply a carrier density of $2.1\times10^{20}$ cm⁻³. The sizes below are for 1 THz, where the wavelength in air is 300 µm and the skin depth in the film about 1.6 µm.

- **Finite thickness.** Solving Maxwell's equations inside the 10 nm film, background permittivity included, changes $|T|$ by $2\times10^{-8}$ and gives $T$ a phase of 0.37 mrad. The thin-sheet assumption is safe here.
- **Carrier inertia.** In the Drude model $G$ becomes $G/(1-i\omega\tau)$, with $\tau=\mu m/e=5.1$ fs and $\omega\tau=0.032$. This changes $|T|$ by $7\times10^{-5}$ and adds a phase of $-2.5$ mrad.
- **Oblique incidence.** The ratio $H/E$ of the tangential fields replaces 1 and $n$ in the formula. It becomes $\cos\theta_1$ and $n\cos\theta_2$ for $s$ polarization, and $1/\cos\theta_1$ and $n/\cos\theta_2$ for $p$, with $\theta_1$ and $\theta_2$ the angles in air and substrate. At $\theta_1=10°$, $T$ shifts by $-3\times10^{-4}$ and $+3\times10^{-4}$ respectively.
- **Unequal substrates.** A thickness difference $\Delta L$ adds the phase $(n-1)\omega\Delta L/c$, which is 51 mrad for 1 µm. The amplitude ratio is unaffected, but the phase is twenty times that from carrier inertia. Finding $\tau$ from the phase would require the thicknesses to be matched to well below 0.05 µm. It would also require removing the film's own phase of 0.37 mrad, which is 15% of the Drude phase, opposite in sign, and depends on the background permittivity (0.15 mrad if that is 4 rather than 9).

Among the effects sized here, ungated echoes move the amplitude ratio most, by $-0.080$ to $+0.050$ at the two frequencies above. A real film may also be uneven: a 10% change in local $G$ alters $T$ by about 0.007. If its carriers do not follow the Drude model, the terahertz conductance can differ strongly from the dc value. If $|g|\ll1+n$ and the imaginary part of $g$ is no larger in size than the real part, the amplitude ratio then reports mainly the real part of the terahertz conductance.

As a test of the gated measurement, a pulse was propagated numerically through the 10 nm film and the 500 µm substrate, echoes included, and the first transmitted pulse was cut out. Its amplitude ratio at 1 THz was 0.9215, and the inversion formula returned 1.000 mS.

## Values computed for the example and the checks

```
Free-space impedance Z0: 376.73 ohm
Substrate index n: 3.42
Film thickness: 10 nm
Film conductivity: 1000 S/cm
Sheet conductance G: 1.000 mS
Sheet resistance 1/G: 1000 ohm per square
g = Z0*G: 0.3767
1+n: 4.42;  1+n+g: 4.7967
Entry amplitude, bare: 0.4525;  film: 0.4170
AMPLITUDE RATIO T: 0.9215, rounded 0.92
Power ratio T^2: 0.8491
Slip, n=1 used: 0.8415
First order in g, 1-g/(1+n): 0.9148
Reflected power, bare: 0.2998;  film: 0.3399
Power into substrate, bare: 0.7002;  film: 0.5946
Power absorbed in film: 0.0655
dT/dG: -0.07237 per mS;  dT/dn: 0.01637
G recovered from rounded T: 1.020 mS
Error of G for 0.001 error of T: 0.0138 mS
Frequency: 1.0 THz;  vacuum wavelength: 300 um
Skin depth in film: 1592 nm
Finite film, change of |T|: 2.4e-08
Finite film, phase of T: 0.370 mrad
Complex gap to sheet formula, 10 nm: 3.41e-04;  1 nm: 3.41e-05
Mobility (rough): 30 cm2/Vs;  mass (rough): 0.3 m_e
Background permittivity (rough): 9
Carrier density: 2.08e+20 cm^-3
Scattering time: 5.12 fs;  omega*tau: 0.0322
Carrier inertia, change of |T|: 7.2e-05;  phase: -2.52 mrad
10 degrees off normal, change of T: s -3.2e-04, p 3.2e-04
Index change +0.01, change of T: 1.6e-04
Substrate thickness: 500 um;  echo delay: 11.41 ps
Gated simulated pulse, T: 0.9215;  recovered G: 1.0000 mS
Phase for 1 um substrate mismatch: 50.7 mrad
Fringe spacing: 87.7 GHz
Ungated T at substrate maximum, 0.964 THz: 0.8415, change -0.0800
Ungated T at substrate minimum, 1.008 THz: 0.9712, change +0.0497
```
